\section*{Why Uniform Ultrafast Demagnetization Launches Shear Waves from Film Faces}

\section{Definitions and conventions}

A magnetic solid has magnetization $\mathbf M$ and angular-momentum density $\mathbf s=-\mathbf M/\gamma$. The minus sign expresses the negative charge of the electron, and $\gamma=g'e/2m_e>0$ contains the magnetomechanical factor $g'$. The lattice has mass density $\rho$ and small displacement $\mathbf u$. The stress component $\sigma_{ij}$ is force component $i$ per area on a face with normal $j$, so the material outside a surface with outward normal $\mathbf n$ pulls on the inside with traction $\sigma_{ij}n_j$. Repeated indices are summed, and a dot is a time derivative.

The film fills $0<z<d$ and is uniform in $x$ and $y$ except at distant rims. Three assumptions define the model. The lost angular momentum goes to the lattice at the place where it is lost, without spin currents. No external torque acts. The elastic response is linear, with a symmetric elastic stress. The torque density received by the lattice is then
\begin{equation}
\boldsymbol\tau=-\dot{\mathbf s}. \label{tau}
\end{equation}
If angular momentum first lingers in microscopic circular motion of the atoms, that part must be counted in $\mathbf s$, and $\boldsymbol\tau$ is the rate at which it reaches the displacement field $\mathbf u$.

\section{Angular momentum as a stress}

Internal forces conserve momentum, so they enter as the divergence of a stress, $\rho\ddot u_k=\partial_l\sigma_{kl}$. To leading order in $\mathbf u$, the lattice angular momentum in a volume changes at the rate
\begin{align}
\dot L_i&=\int\epsilon_{ijk}x_j\,\partial_l\sigma_{kl}\,dV\nonumber\\
&=\oint\epsilon_{ijk}x_j\sigma_{kl}n_l\,dS-\int\epsilon_{ijk}\sigma_{kj}\,dV .
\end{align}
The second line is an integration by parts with $\partial_lx_j=\delta_{lj}$. The surface integral is the torque exerted by neighbouring material. The last term is a local source. Exchanging the names $j$ and $k$, and using $\epsilon_{ikj}=-\epsilon_{ijk}$, turns its density into $+\epsilon_{ijk}\sigma_{jk}$. This must be the torque density supplied by the spins:
\begin{equation}
\tau_i=\epsilon_{ijk}\sigma_{jk}. \label{source}
\end{equation}
A symmetric stress drops out of this sum. Any antisymmetric stress can be written $\epsilon_{jkl}a_l$, and $\epsilon_{ijk}\epsilon_{jkl}=2\delta_{il}$ then gives $\tau_i=2a_i$. Hence
\begin{equation}
\sigma^{A}_{ij}=\tfrac12\epsilon_{ijk}\tau_k . \label{anti}
\end{equation}

Conservation fixes this part and says nothing about a symmetric stress that might accompany the transfer. Crystal symmetry decides that. To first order in $\boldsymbol\tau$, write the whole transfer stress as $\sigma_{ij}=K_{ijk}\tau_k$. Take a cubic crystal whose cube axes are fourfold rotation axes; some cubic crystals lack these and are excluded here. A half-turn about each cube axis reverses the other two axes. For $K_{ijk}$ to survive all three half-turns, the numbers of its $x$, $y$ and $z$ indices must have equal parity. They add to three, so each index occurs once. The threefold rotation about the cube diagonal makes $K_{xyz}=K_{yzx}=K_{zxy}$, and likewise for the other three components. A quarter-turn about $z$ takes $x\to y$ and $y\to-x$, so $K_{xyz}=-K_{yxz}$. Therefore $K_{ijk}\propto\epsilon_{ijk}$, and (\ref{source}) sets the factor to one half. An isotropic solid contains these rotations and gives the same result.

The magnetization itself lowers the cubic symmetry, so coefficients could depend on $\mathbf M$. If $\mathbf M$ and $\boldsymbol\tau$ lie along the cube axis $x$, a quarter-turn about $x$ remains a symmetry. It takes $y\to z$ and $z\to-y$, so the local transfer stress obeys $\sigma_{yz}=-\sigma_{zy}$ whatever the power of $\mathbf M$. With $\tau_x=\sigma_{yz}-\sigma_{zy}$ this gives
\begin{equation}
\sigma_{yz}=A,\qquad \sigma_{zy}=-A,\qquad A=\tau_x/2 . \label{A}
\end{equation}
Built-in film strain, interfaces or a miscut can break this symmetry and admit a symmetric shear stress.

\section{Why the interior is silent}

The force density of the transfer stress is
\begin{equation}
f_i=\partial_j\sigma^A_{ij}=\tfrac12\epsilon_{ijk}\partial_j\tau_k
=\tfrac12(\nabla\times\boldsymbol\tau)_i . \label{body}
\end{equation}
It vanishes where $\boldsymbol\tau$ is uniform. At a free surface the total traction is zero, so $\sigma^{\rm el}_{ij}n_j=-\sigma^A_{ij}n_j$. An ordinary elastic body would have this elastic traction if an outside agent pushed on its surface with the force per area
\begin{equation}
t_i=-\tfrac12\epsilon_{ijk}n_j\tau_k=\tfrac12(\boldsymbol\tau\times\mathbf n)_i . \label{surface}
\end{equation}
The pair (\ref{body}), (\ref{surface}) resembles the bound currents of a magnetized body: a uniform density of small circulations leaves a net effect on the boundary.

The total torque of these forces is complete even for nonuniform $\boldsymbol\tau$:
\begin{equation}
\int\epsilon_{ijk}x_j\partial_l\sigma^A_{kl}dV-\oint\epsilon_{ijk}x_j\sigma^A_{kl}n_l\,dS
=-\int\epsilon_{ijk}\sigma^A_{kj}dV=\int\tau_i\,dV .
\end{equation}
Their total force is zero, because the volume integral of the divergence cancels the surface term.

For $\boldsymbol\tau$ along $x$, the lower face has $\mathbf n=-\hat{\mathbf z}$ and is pushed by $+A\hat{\mathbf y}$. The upper face is pushed by $-A\hat{\mathbf y}$. In terms of the divergence, the stress $A$ switches on at $z=0$ and off at $z=d$, so
\begin{equation}
f_y=A(t)\,[\delta(z)-\delta(z-d)] .
\end{equation}
For a film magnetized along its normal, $\boldsymbol\tau\times\mathbf n=0$ on both faces and this mechanism launches no shear wave there. An in-plane component of $\boldsymbol\tau$ is required.

Atoms show the same cancellation. In a simple cubic lattice of spacing $a$, let each bond along $z$ push its lower atom by $+f\hat{\mathbf y}$ and its upper atom by $-f\hat{\mathbf y}$. Since $L_x$ changes at the rate $yF_z-zF_y$, this couple has torque $af$. Let each bond along $y$ carry an equal couple with forces along $z$. One bond of each kind belongs to a cell, so $2af=\tau_xa^3$ and $f=\tau_xa^2/2$. An inner atom receives $+f$ from the bond above it and $-f$ from the bond below. An atom on the lower face has no bond below and keeps $+f$, which is $\tau_x/2$ per area.

This was tested on a three-dimensional lattice with couples on all bonds of type (100), (110), (111) or (210), for torques in the plane, along the normal and oblique. Inner atoms felt no net force, and the face force agreed with (\ref{surface}) in every case. For in-plane torque it was 0.500 of the torque density. If instead the bonds along $z$ carry the whole torque, the same torque gives a face force of 1.000. Angular momentum is conserved in both cases; the equal sharing required by cubic symmetry supplies the factor one half.

\section{The launched wave}

Take $z$ along a cube axis and let $G$ be the shear modulus for displacement along $y$. In a laterally uniform film,
\begin{equation}
\rho\ddot u_y=\partial_z\left(G\,\partial_zu_y+A(t)\right),\qquad 0<z<d,
\end{equation}
with total stress zero at a free face. Inside, $\partial_zA=0$ leaves the free wave equation with speed $c=\sqrt{G/\rho}$. Near $z=0$, before other waves arrive, the outgoing solution is $u_y=F(t-z/c)$, with $\partial_zu_y=-F'/c$. The boundary condition gives
\begin{equation}
-\frac{G}{c}F'(t)+A(t)=0,\qquad F'=\frac{cA}{G}=\frac{A}{\rho c},
\end{equation}
since $G=\rho c^2$. Therefore
\begin{equation}
\dot u_y=\frac{A(t-z/c)}{\rho c},\qquad
\partial_zu_y=-\frac{A(t-z/c)}{G}. \label{wave}
\end{equation}
The strain copies the rate of demagnetization. The displacement copies the accumulated loss. With
\begin{equation}
I=\int A\,dt=-\tfrac12\Delta s_x ,
\end{equation}
the pulse leaves behind the displacement step $I/\rho c=-\Delta s_x/(2\rho c)$.

At a free face $z=d$ the outgoing wave is $H(t-(d-z)/c)$, with slope $+H'/c$. The condition $GH'/c+A=0$ gives $H'=-A/\rho c$: the velocity is opposite and the strain has the same sign.

\subsection{Where the other half of the torque goes}

Consider a free film just after a loss that is short compared with $d/c$. The faces carry momenta $+I$ and $-I$ per area along $y$. Their angular momentum per area is $-\sum zp_y=-d(-I)=Id=-\Delta s_x d/2$, half of what the spins lost. The rest acts at the lateral rims. By (\ref{surface}), rims at $y=\pm w/2$ are pushed by $\pm A\hat{\mathbf z}$. Per unit length along $x$ their torque is $2(w/2)Ad=Awd$, half of the total $\tau_xwd$. This division holds only just after the loss. As the two pulses travel inwards their angular momentum per area is $I(d-2ct)$: it vanishes when they meet at mid-film and has reversed at $t=d/c$. The elastic $\sigma_{zy}$ of the pulses passes the difference sideways.

A loss that is slow compared with $d/c$ is the opposite limit. Inertia is then negligible and the total $\sigma_{yz}$ vanishes throughout the film, so $G\partial_zu_y=-A$. The symmetric elastic stress also contributes $-A$ to $\sigma_{zy}$, which becomes
\begin{equation}
\sigma_{zy}=-A-A=-\tau_x .
\end{equation}
On a patch of width $w$, this stress exerts the torque $-\tau_xwd$ per unit length and balances the local supply. The patch shears without gaining appreciable angular momentum; all the torque passes sideways towards the rims. Clearly separated travelling pulses therefore require a transfer time shorter than $d/c$.

Both the wave and the balance were tested with moving atoms in a $y$--$z$ lattice of $160\times120$ sites. Mass and spacing were 1, nearest-neighbour springs 1.5 and diagonal springs 1. Two diagonals join an atom to each adjacent row, and each contributes $1/2$ to the force along $y$, so the long-wave shear speed is 1. The torque pulse was Gaussian with standard deviation 5 time units. Along the middle column, 25 time units after the centre of the torque pulse, the largest deviation from (\ref{wave}) was 1.24\,\% of the wave's peak; lattice dispersion makes it grow as the pulses travel further. The lattice received 0.9927 of the lost spin, and this total was unchanged later. The deficit comes from missing surface bonds: the number of bonds per site, relative to two, is $1-\frac12(1/120+1/160)=0.9927$. The faces received 0.499 of the torque.

\section{A film on a substrate}

Let the film and a thick substrate have shear impedances $Z_1=\rho_1c_1$ and $Z_2=\rho_2c_2$, and let $Z_s=Z_1+Z_2$. The substrate has no transfer stress. A wave with velocity $v$ has elastic stress $-Zv$ if it travels towards $+z$ and $+Zv$ if it travels towards $-z$. Continuity of velocity and total stress at the interface requires
\begin{equation}
Z_1v+A=-Z_2v,\qquad v=-A/Z_s .
\end{equation}
This first pulse enters the substrate at once. The pulse from the free face has velocity $A/Z_1$ and arrives after $d/c_1$, when $A$ has ended. If a fraction $r$ of its velocity is reflected, stress continuity gives
\begin{equation}
-Z_1(1-r)=-Z_2(1+r),\qquad r=\frac{Z_1-Z_2}{Z_s}.
\end{equation}
The transmitted fraction is $1+r=2Z_1/Z_s$, so the second pulse is $+2A/Z_s$: opposite in sign to the first and twice as high, whatever the impedances.

The part of the first pulse that entered the film reflects at the free face without change of velocity, because zero stress requires $Z_1v-Z_1v'=0$. It returns at $2d/c_1$ and transmits $-2Z_1A/Z_s^2$. The fourth and fifth pulses are $r$ times the second and third. Summing all echoes with $1-r=2Z_2/Z_s$ gives
\begin{equation}
\frac{2I}{Z_s(1-r)}-\frac I{Z_s}-\frac{2Z_1I}{Z_s^2(1-r)}
=\frac I{Z_2}-\frac I{Z_s}-\frac{Z_1I}{Z_sZ_2}=0 .
\end{equation}
The interface finally returns to its starting position, as it must when internal transfer supplies no net momentum.

\subsection{Numbers for an iron-like film}

Take rough values: $d=20$ nm, $M=1.7$ MA/m along $+x$, $g'=1.9$, $\rho_1=7900$ kg/m$^3$ and $G_1=115$ GPa. The substrate has 3600 kg/m$^3$ and 150 GPa. The film loses 20\,\% of $M$, with a Gaussian loss rate of full width 0.4 ps at half maximum.

With $\gamma=1.671\times10^{11}$ rad/(s\,T), $s_x=-M/\gamma=-1.017\times10^{-5}$ J\,s/m$^3$, or $-96.5\,\hbar$/nm$^3$. Losing a fifth means $\Delta s_x=+2.035\times10^{-6}$ J\,s/m$^3$ and $I=-1.017\times10^{-6}$ Pa\,s. A Gaussian of area $I$ and standard deviation $0.4/2.355=0.170$ ps has peak
\begin{equation}
A_{\max}=\frac{I}{\sqrt{2\pi}\,(0.170\ {\rm ps})}=-2.39\ {\rm MPa}.
\end{equation}
The peak strain is $-A_{\max}/G_1=2.1\times10^{-5}$. The impedances are $Z_1=3.01\times10^7$ and $Z_2=2.32\times10^7$ kg/(m$^2$\,s), so the free face steps by $I/Z_1=-34$ fm, or $-3.4\times10^{-5}$ nm. At 3815 m/s the pulse is 1.5 nm long and crosses the film in 5.24 ps.

The interface velocity peaks at $+44.8$ mm/s and, 5.24 ps later, at $-89.6$ mm/s. The first five displacement steps are $19.1$, $-38.1$, $21.5$, $-4.9$ and $2.8$ fm. Their sum is 0.017 of the first step; later echoes remove this remainder. These values come from a finite-difference solution for film and substrate, which was tested against the echo formulas. Halving the number of cells moved the second peak by 0.063\,\%. Midway between the first two pulses the velocity was $9\times10^{-8}$ of the first peak: the uniform interior does not radiate.

\subsection{When the loss varies with depth}

Let the stress be $A(t)g(z)$, with mean $g=1$. The interior now feels the force density $Ag'(z)$. A slab of thickness $dz'$ sends velocity $Ag'dz'/(2Z_1)$ to each side, and the interface transmits $2Z_1/Z_s$ of it. If $g'$ changes little over a pulse length, integration over depth gives, between the first two pulses,
\begin{equation}
v(t)=\frac{c_1I}{Z_s}\,g'(d-c_1t), \label{graded}
\end{equation}
with $t$ counted from the centre of the loss pulse. The signal between pulses maps the gradient of the loss.

For $g\propto e^{-z/20\,{\rm nm}}$, $g(0)=1/(1-e^{-1})=1.58$ and $g(d)=0.58$. At mid-depth $g'=-0.048$ nm$^{-1}$, and with $I/Z_s=-19.1$ fm, (\ref{graded}) gives 3.5 mm/s, as does the numerical solution. The first two peaks become 0.61 and 1.52 times their uniform values. They differ from $g(d)$ and $g(0)$ because the interior signal overlaps them. At the centre of the first pulse half of a local Gaussian contributes, $\frac12c_1g'(d)I/Z_s=1.1$ mm/s, which adds 0.02. At the second, the direct signal is ending and its reflection from the free face is starting. Each gives 2.9 mm/s against the main pulse and together they remove 0.06.

\section{Comparison with real films}

The film parameters are rough typical values for iron, and the substrate stands for a stiff insulating oxide. None is meant to be far from typical. Depth uniformity can fail when the pump light is absorbed unevenly; the 20 nm decay above moves the two main peaks by about 40\,\% down and 50\,\% up. A metallic substrate could also drain spin current, and the angular momentum carried away would be missing from $I$.

Other corrections can be sized with rough inputs. If half the lost magnetization returns with a time constant of 3 ps, the reverse stress starts at 0.07 of $A_{\max}$. The strain peak changes little, but the displacement step relaxes by about two fifths before the pulse from the other face arrives; in a much thicker film it would relax by half. The steps listed above assume no recovery. Half is only an illustration: in equilibrium, iron at 450 K is only about 2\,\% less magnetized than at 300 K, so a film heated by 150 K would eventually regain about nine tenths of a 20\,\% loss. Recovery much slower than $d/c$ changes the step little before the next pulse arrives. Lattice dispersion for 0.14 nm layers leaves 0.99 of the peak after one crossing, while 0.3 nm roughness, treated as a Gaussian spread of path length, leaves 0.91. A 0.1 T field misaligned by $1^\circ$ exerts $6\times10^{-4}$ of the peak transfer torque; because it persists, it adds up to about 0.008 of the lost spin over one crossing. Circularly polarized 1.55 eV light could deliver up to about 0.11 of the lost spin if each absorbed photon gave $\hbar$ and the absorbed energy heated the film by 150 K at a heat capacity of 3.5 MJ/(m$^3$\,K); linear polarization avoids this. At 5.5 km/s, a longitudinal wave in the film takes about 9 ns to reach the centre of a laser spot of radius 50 $\mu$m from its rim. A stiff oxide substrate can carry the rim signal there sooner, in roughly 4 to 7 ns, still long after these pulses.

The serious competitor is heating. A 150 K rise produces a normal stress of about 920 MPa. This rise is close to the least that a 20\,\% loss allows: in equilibrium iron loses 20\,\% only near 840 K, and bringing spins and electrons there takes roughly $4.9\times10^8$ of the $5.3\times10^8$ J/m$^3$ that 150 K represents, before any energy passes to the lattice. A real film may heat by 200 to 300 K. The thermal stress and the photon bound then grow in proportion, and a film heated by 300 K would regain only about seven tenths of the loss. It drives longitudinal waves and, in the ideal geometry, no shear. A $0.1^\circ$ miscut sets a scale of 1.6 MPa for its leakage into shear, comparable with $A_{\max}$. The thermal stress of a cubic crystal is hydrostatic, so the leakage arises through elastic anisotropy: it vanishes in an elastically isotropic film and is about 1.9 MPa for the elastic constants of iron. The thermal stress also lasts much longer than the transfer: over one crossing, a leakage of this size would supply about eight times $|I|$. Magnetoelastic stress, taken as proportional to $M^2$, with a 10 MPa constant and $1^\circ$ tilts in and out of the plane, gives 1.1 kPa; lasting for one crossing, it supplies 0.006 of $I$. For a fixed direction of the magnetization, both stresses are even in $\mathbf M$, whereas $A$ is odd. Half the difference between signals for $+\mathbf M$ and $-\mathbf M$ therefore removes them, provided that pump, heating and alignment are the same in both runs and any applied field is reversed together with $\mathbf M$. Precession is an exception. The torque $\mathbf M\times\mathbf B$ is even under this reversal, so the change of tilt it causes is even while the static tilt is odd, and their product in the magnetoelastic stress is odd. With the tilts above, the fall of the demagnetizing field turns $\mathbf M$ in the plane by about $0.4^\circ$ in one crossing and leaves an odd stress of roughly 0.8 kPa, which supplies about 0.002 of $I$. Apart from this small term, what remains of the effects considered here is the transfer wave, including any symmetric stress odd in $\mathbf M$ that film strain or interfaces admit; its height can then differ from the value set by $A$ alone. The complete numerical output follows.

\section*{Computed values}
\begin{verbatim}
SYMMETRY AND LATTICE TESTS
symmetric stress left by cubic average: 1.7e-16
face force / torque density, tau in plane: 0.500
same, tau normal to film: 0.000
same, in plane, only normal bonds loaded: 1.000
2D lattice size: 160 x 120 atoms
share of torque on the two faces: 0.499
lattice ang. momentum / spin lost, early: 0.9927
lattice ang. momentum / spin lost, late: 0.9927
largest wave error / peak: 1.24 %
EXAMPLE INPUTS (rough, iron-like film on oxide)
thickness: 20 nm; magnetization: 1.7 MA/m
loss: 20 %; FWHM of loss rate: 0.4 ps
magnetomechanical factor: 1.9
film density: 7900 kg/m3; shear modulus: 115 GPa
substrate density: 3600 kg/m3; modulus: 150 GPa
EXAMPLE RESULTS (M along +x)
gamma: 1.6709e+11 rad/(s T)
initial s_x: -1.017e-05 J s/m3 = -96.5 hbar/nm3
change of s_x: 2.035e-06 J s/m3
time integral of A: -1.017e-06 Pa s
peak stress A: -2.390 MPa
shear speed, film: 3815 m/s; substrate: 6455 m/s
impedance, film: 3.014e+07; substrate: 2.324e+07 kg/(m2 s)
peak film strain of surface pulse: 2.078e-05
free-face displacement step: -33.76 fm
pulse length in film (FWHM): 1.53 nm
delay d/c: 5.24 ps
peak interface velocity, pulse 1: 44.78 mm/s
peak interface velocity, pulse 2: -89.57 mm/s
interface steps 1-5 (fm): 19.06 -38.12 21.53 -4.93 2.78
sum of five steps / first step: 0.0167
signal midway between pulses / pulse 1: 9.4e-08
mesh halving shift of pulse 2: 0.063 %
NEGLECTED EFFECTS (rough inputs)
graded loss, decay 20 nm: pulse 1 x 0.61, pulse 2 x 1.52
graded loss, midway velocity: 3.491 mm/s
recovery of 50 % of loss in 3 ps: stress / A = 0.071
dispersion, 0.14 nm layers: peak x 0.991
roughness 0.3 nm: peak x 0.907
magnetoelastic constant: 10 MPa
its shear stress at 1 deg tilts: 1.10 kPa
its impulse over d/c / impulse of A: 0.0056
thermal normal stress at 150 K: 918 MPa
its shear leak scale at 0.1 deg miscut: 1.60 MPa
0.1 T field at 1 deg: torque / tau = 6.2e-04
circular 1.55 eV light, ang. mom. / spin lost: 0.110
rim of 50 um spot felt at centre after: 9.1 ns
\end{verbatim}
